\section*{Exact Speed of a Travelling Wall in an Overdamped Quartic Ferroelectric}

\section*{The model}

A flat $180^\circ$ wall separates two domains of a uniaxial ferroelectric. Let $x$ be the coordinate normal to the wall and $P(x,t)$ the polarization along the polar axis. That axis lies in the plane of the wall, so $P$ varies only across its own direction and the wall carries no bound charge. The field $E$ along the axis is uniform and constant. The free energy per unit wall area is
\begin{equation}
\mathcal F=\int\left[f(P)+\frac g2P_x^2\right]dx,\qquad
f(P)=-\frac a2P^2+\frac b4P^4-EP ,
\end{equation}
with $a,b,g>0$; subscripts $x$ and $t$ denote derivatives. Overdamped motion means that the rate of change of $P$ is proportional to the force $-\delta\mathcal F/\delta P$. With a damping coefficient $\gamma>0$,
\begin{equation}
\gamma P_t=gP_{xx}+F(P),\qquad F(P)=-\frac{df}{dP}=aP-bP^3+E .
\label{eq:motion}
\end{equation}
This is a mean-field continuum model: thermal noise, defects and polarization inertia are left out, and strain enters through fixed coefficients. SI-based laboratory units are used, since the example concerns a film.

\section*{(a) Homogeneous equilibria}

\textit{For which fields are there three homogeneous equilibria $P_1<P_2<P_3$? Which are stable, and what constraint links them?}

\medskip
\textbf{Solution.} Equilibrium requires $F=0$, that is, $E=bP^3-aP$. The right-hand side is stationary where $3bP^2=a$, at $P=\pm s$ with $s=\sqrt{a/(3b)}$. At $P=-s$ it equals
\begin{equation}
-bs^3+as=s(a-bs^2)=\frac{2as}{3}=\frac{2a^{3/2}}{3\sqrt{3b}}\equiv E_c ,
\end{equation}
and at $P=s$ it equals $-E_c$. A horizontal line at height $E$ therefore cuts the cubic three times when $|E|<E_c$, which is assumed from here on.

The outer roots lie outside the interval $[-s,s]$ and the middle root lies inside it. A small uniform deviation $p$ from an equilibrium obeys $\gamma p_t=F'(P_i)p$, with $F'(P)=a-3bP^2$. This derivative is negative at $P_1$ and $P_3$, where deviations decay, and positive at $P_2$, where they grow. A wall can thus join the two outer states, while $P_2$ is the top of the energy barrier between them.

Since the coefficient of $P^3$ in $F$ is $-b$,
\begin{equation}
F(P)=-b(P-P_1)(P-P_2)(P-P_3).
\label{eq:factor}
\end{equation}
The expansion of the product contains $+b(P_1+P_2+P_3)P^2$, whereas $F$ has no quadratic term. Hence
\begin{equation}
P_1+P_2+P_3=0 .
\label{eq:sum}
\end{equation}

\section*{(b) The speed}

\textit{Let $P_3$ fill the left side and $P_1$ the right. Find a wall that moves without change of shape, and express its velocity through the three equilibria.}

\medskip
\textbf{Solution.} Put $P=P(\xi)$ with $\xi=x-vt$, so that $v>0$ means growth of the $P_3$ domain. A prime on $P$ denotes $d/d\xi$. Then $P_t=-vP'$ and $P_{xx}=P''$, so
\begin{equation}
-\gamma vP'=gP''-b(P-P_1)(P-P_2)(P-P_3).
\label{eq:front}
\end{equation}
On a monotone wall each value of $P$ occurs once, so the slope $P'$ is a function of $P$. It vanishes at $P_1$ and $P_3$, where the wall merges into the domains. The simplest polynomial with these zeros is
\begin{equation}
P'=k(P-P_1)(P-P_3),\qquad k>0 .
\label{eq:slope}
\end{equation}
Between the outer roots the product is negative, so $P$ falls from left to right as required. Whether this trial form misses other speeds is settled in part (d).

By the chain rule,
\begin{align}
P''&=\frac{d}{dP}\bigl[k(P-P_1)(P-P_3)\bigr]\,P'
 =k(2P-P_1-P_3)P' \nonumber\\
&=k^2(2P-P_1-P_3)(P-P_1)(P-P_3).
\end{align}
Every term of \eqref{eq:front} now contains $(P-P_1)(P-P_3)$, which is nonzero inside the wall. Division by it leaves
\begin{equation}
-\gamma vk=gk^2(2P-P_1-P_3)-b(P-P_2).
\end{equation}
This must hold for every $P$ in the wall. The terms linear in $P$ and the constant terms give
\begin{equation}
2gk^2=b,\qquad
-\gamma vk=-gk^2(P_1+P_3)+bP_2 .
\end{equation}
The first condition gives $k=\sqrt{b/(2g)}$. Inserting $gk^2=b/2$ in the second and changing its sign gives
\begin{equation}
\gamma vk=\frac b2(P_1+P_3-2P_2).
\end{equation}
Since $b/(2k)=\tfrac b2\sqrt{2g/b}=\sqrt{gb/2}$, the velocity is
\begin{equation}
\boxed{\,v=\frac1\gamma\sqrt{\frac{gb}{2}}\,(P_1+P_3-2P_2)
=-\frac{3P_2}{\gamma}\sqrt{\frac{gb}{2}}\,}
\label{eq:speed}
\end{equation}
where the second form uses $P_1+P_3=-P_2$ from \eqref{eq:sum}.

At $E=0$ the equilibria are $-\sqrt{a/b}$, $0$ and $\sqrt{a/b}$, so $P_2=0$ and $v=0$. Reversing the field maps the set of roots onto its negative, so $P_2$ and $v$ both change sign. The mirrored wall, with $P_1$ on the left, has velocity $-v$ along $x$.

\section*{(c) The profile}

\textit{Find the shape and width of the wall.}

\medskip
\textbf{Solution.} Let $M=(P_1+P_3)/2$, $D=(P_3-P_1)/2$ and $P=M+Du$. Then $P-P_1=D(1+u)$ and $P-P_3=-D(1-u)$, so \eqref{eq:slope} becomes $u'=-kD(1-u^2)$. Its solution centred at $\xi=0$ is $u=-\tanh(kD\xi)$, because the derivative of $\tanh z$ is $1-\tanh^2z$. Thus
\begin{equation}
P=\frac{P_1+P_3}{2}-\frac{P_3-P_1}{2}\tanh\frac{\xi}{\ell},
\qquad \ell=\frac{2}{k(P_3-P_1)} .
\label{eq:profile}
\end{equation}
The half-width $\ell$ is the tanh length. At zero field $P_3-P_1=2\sqrt{a/b}$, which gives $\ell_0=\sqrt{2g/a}$.

\section*{(d) Is the speed unique?}

\textit{Show that no other monotone wall between the same states has a different speed.}

\medskip
\textbf{Solution.} Let $q(P)=-P'>0$ for $P_1<P<P_3$. Then $P''=-(dq/dP)P'=q\,dq/dP$, and \eqref{eq:front} becomes
\begin{equation}
\frac{dq}{dP}=\frac{\gamma v}{g}-\frac{F(P)}{g\,q}.
\label{eq:q}
\end{equation}
Write $s_i=-F'(P_i)>0$ for the outer states. Near $P_1$, $q\simeq\lambda(P-P_1)$ and $F\simeq-s_1(P-P_1)$, so $g\lambda^2-\gamma v\lambda-s_1=0$. The positive root is
\begin{equation}
\lambda=\frac{\gamma v+\sqrt{\gamma^2v^2+4gs_1}}{2g},
\end{equation}
which increases with $v$. Near $P_3$, $q\simeq\mu(P_3-P)$ and $F\simeq s_3(P_3-P)$, so $g\mu^2+\gamma v\mu-s_3=0$ and
\begin{equation}
\mu=\frac{-\gamma v+\sqrt{\gamma^2v^2+4gs_3}}{2g},
\end{equation}
which decreases with $v$.

Suppose two walls had speeds $v_A>v_B$. Near $P_1$, $q_A>q_B$. At a first crossing, $q_A-q_B$ would have to reach zero from above, with a slope that is not positive. But there $q_A=q_B$, so the force terms in \eqref{eq:q} cancel and the slope is $\gamma(v_A-v_B)/g>0$. No crossing occurs, and $q_A>q_B$ up to $P_3$. The values of $\mu$ demand $q_A<q_B$ near $P_3$, a contradiction. Equation \eqref{eq:speed} is therefore the speed of every monotone wall joining these states.

The same conclusion was tested without the trial slope. In reduced units, with $E$ measured in $a\sqrt{a/b}$ and $v$ in $\sqrt{ga}/\gamma$, \eqref{eq:q} was integrated numerically from $P_1$ at field $0.20$, and $v$ was adjusted until $q$ vanished at $P_3$. This gave $0.44367$, equal to the formula value to the digits shown. Direct integration of \eqref{eq:motion} from a lopsided initial wall gave $0.44338$. At the four nonzero fields in the numerical output, the speed from direct integration differs from the formula speed by less than $0.1\%$ of the latter; at zero field the wall comes to rest.

\section*{(e) What drives the wall?}

\textit{Derive the energy balance and recover the speed from it.}

\medskip
\textbf{Solution.} Multiply \eqref{eq:front} by $P'$ and integrate over all $\xi$. The gradient term is $g\int P''P'd\xi=\tfrac g2[P'^2]_{-\infty}^{\infty}=0$. The force term is $\int FP'd\xi=-\int (df/dP)P'd\xi=-[f(P_1)-f(P_3)]$. Hence
\begin{equation}
\gamma v\int_{-\infty}^{\infty}P'^2d\xi=f(P_1)-f(P_3).
\label{eq:balance}
\end{equation}
The right-hand side is the energy released per unit volume swept, which is also the pressure on the wall. Multiplied by $v$, the equation says that the power released per area equals the power dissipated.

Both sides can be evaluated. Since $P'd\xi=dP$,
\begin{equation}
\int P'^2d\xi=\int_{P_1}^{P_3}k(P-P_1)(P_3-P)\,dP=\frac{k(P_3-P_1)^3}{6}.
\end{equation}
For the energy difference, write $P-P_2=(P-M)+(M-P_2)$:
\begin{align}
f(P_1)-f(P_3)&=\int_{P_1}^{P_3}F\,dP
=b\int_{P_1}^{P_3}(P-P_1)(P_3-P)(P-P_2)\,dP\nonumber\\
&=\frac{b(M-P_2)(P_3-P_1)^3}{6}.
\end{align}
The term with $P-M$ drops out because it is odd about the midpoint, while the other two factors form an even function. Division gives $v=b(M-P_2)/(\gamma k)$, which is \eqref{eq:speed}. The combination $P_1+P_3-2P_2=2(M-P_2)$ thus measures how far the barrier top lies from midway between the two states. At zero field it lies midway, the two energies are equal, and there is no pressure.

\section*{(f) Dependence on the field}

\textit{Write $v$ explicitly in terms of $E$, and find its limits at low field and near $E_c$.}

\medskip
\textbf{Solution.} Try $P_2=-2s\sin\theta$ in $bP^3-aP=E$. With $bs^2=a/3$,
\begin{equation}
-8bs^3\sin^3\theta+2as\sin\theta
=\frac{2as}{3}(3\sin\theta-4\sin^3\theta)=E_c\sin3\theta .
\end{equation}
Hence $\sin3\theta=r$ with $r=E/E_c$. The choice $\theta=\tfrac13\arcsin r$ keeps $|P_2|<s$ and so selects the middle root. Since $3s\sqrt{gb/2}=\sqrt{3ag/2}$,
\begin{equation}
v=2v_m\sin\left(\tfrac13\arcsin r\right),\qquad
v_m=\frac1\gamma\sqrt{\frac{3ag}{2}} .
\end{equation}

For small $r$, $\arcsin r\simeq r+r^3/6$ and $\sin\theta\simeq\theta-\theta^3/6$. The sine is then $r/3+r^3/18-r^3/162=(r/3)(1+4r^2/27)$, and
\begin{equation}
v\simeq\frac{2v_m r}{3}\left(1+\frac{4r^2}{27}\right),\qquad
\frac{2v_m r}{3}=\frac{3E}{a\gamma}\sqrt{\frac{gb}{2}} .
\label{eq:low}
\end{equation}
The second equality follows from $P_2\simeq-E/a$ in \eqref{eq:speed}. The leading law is linear, with a small positive correction.

Near $E_c$, let $\epsilon=1-r$. Then $\arcsin r\simeq\pi/2-\sqrt{2\epsilon}$, and expanding the sine about $\pi/6$ gives
\begin{equation}
v\simeq v_m\left[1-\sqrt{\frac{2\epsilon}{3}}\,\right].
\end{equation}
The speed tends to the finite value $v_m$, but its slope against field diverges. At $E_c$ the states $P_1$ and $P_2$ merge, $s_1$ vanishes, and the argument of part (d) no longer applies. Above $E_c$ the domain ahead of the wall has no equilibrium and reverses everywhere, so \eqref{eq:speed} has no meaning there.

\section*{(g) A barium titanate film}

\textit{Evaluate the wall for rough parameters in the regime of a compressively strained $c$-axis barium titanate film at $300$ K: spontaneous polarization $P_s=30\ \mu\mathrm{C/cm^2}$, susceptibility $\chi=100$. Assume a relaxation time $\tau=1$ ps, a gradient coefficient $g=10^{-10}\ \mathrm{V\,m^3/C}$ and a field $E=0.2$ MV/cm.}

\medskip
\textbf{Solution.} At zero field $P_s=\sqrt{a/b}$ and $F'(P_s)=-2a$. A small field thus adds $E/(2a)$ to $P$, and a small deviation decays in the time $\gamma/(2a)$. Therefore
\begin{align}
a&=\frac1{2\varepsilon_0\chi}=5.647\times10^8\ \mathrm{V\,m/C},\\
b&=\frac a{P_s^2}=\frac{5.647\times10^8}{0.30^2}=6.27\times10^9\ \mathrm{V\,m^5/C^3},\\
\gamma&=2a\tau=1.129\times10^{-3}\ \mathrm{V\,m\,s/C}.
\end{align}
The limiting field is $E_c=0.652$ MV/cm, so $r=0.307$. The three equilibria are $-28.04$, $-3.593$ and $31.64\ \mu\mathrm{C/cm^2}$; their sum vanishes within rounding. With $\sqrt{gb/2}=0.560\ \mathrm{V\,m^4/C^2}$,
\begin{equation}
v=\frac{3(0.03593)(0.560)}{1.129\times10^{-3}}\ \mathrm{m/s}\simeq53\ \mathrm{m/s}=53\ \mathrm{nm/ns}.
\end{equation}
The low-field mobility is $263$ (m/s)/(MV/cm), and the linear law gives $52.7$ m/s. The correction $4r^2/27=1.4\%$ in \eqref{eq:low} accounts for nearly all of the difference from the full formula, which gives $53.5$ m/s. The upper limit $v_m$ is $258$ m/s.

In the continuum model the speed scales as $1/\tau$ at fixed $a$, $b$, $g$ and $E$, and as $\sqrt g$ when the other parameters are fixed. An error of a factor of three in the assumed relaxation time changes the speed by the same factor.

\section*{(h) What the model leaves out}

\textit{Estimate how far the neglected effects could change this result.}

\medskip
\textbf{Solution.} \textit{Lattice.} The half-width is $\ell=0.60$ nm, about one and a half cells of $0.4$ nm, so the continuum is near its limit. Replacing the gradient term by differences between planes $0.4$ nm apart gives a static pinning field of $0.003$ MV/cm and a speed of $50.7$ m/s, $5\%$ below the continuum value. These figures depend strongly on the assumed $g$: halving it narrows the wall, raises the pinning field to about $0.045$ MV/cm and puts the speed about $15\%$ below the corresponding continuum value. At $g=2\times10^{-11}\ \mathrm{V\,m^3/C}$ the pinning field, about $0.25$ MV/cm, exceeds the drive, and the wall of this noise-free model does not move at all. Steady flow at the chosen field thus rests on the assumed $g$. The smallest value is not an extreme case: transverse gradient coefficients of this order are used in Landau models of barium titanate, so a real $180^\circ$ wall may be pinned by the lattice at this field and advance only with thermal help.

\textit{Inertia.} A term $mP_{tt}$ on the left of \eqref{eq:motion} becomes $mv^2P''$ and replaces $g$ by $g-mv^2$. If $v_0$ is the speed without inertia, then $v^2=v_0^2(1-mv^2/g)$, or $v=v_0/\sqrt{1+mv_0^2/g}$. An ion of $16$ atomic mass units and charge $7e$ per cell gives $m=1.35\times10^{-18}\ \mathrm{V\,m\,s^2/C}$ and a fractional loss of $2\times10^{-5}$. This small value rests on the assumed damping. With $\gamma=2a\tau$, the loss grows as $1/\tau^2$ while it is small, and it reaches about $2\%$ at $\tau=0.03$ ps. Below $\tau=\sqrt{2m/a}\simeq0.07$ ps, however, a uniform deviation oscillates as it decays, so $\tau$ then only labels the damping and is no longer a relaxation time.

\textit{Higher-order energy.} Barium titanate needs terms beyond $P^4$. As a test case, not a bound, let a sixth-order term alone provide the stabilization, with $P_s$ and $\chi$ held fixed: $F=\tfrac a2(P-P^5/P_s^4)+E$. The simulated speed is then $63$ m/s, $19\%$ higher.

\textit{Electrodes.} Represent incomplete screening by a vacuum gap of total thickness $\lambda=0.02$ nm in series with a film of thickness $h=100$ nm. Zero total voltage and continuity of displacement give a field of magnitude $P_s\lambda/[\varepsilon_0(h+\lambda)]=0.068$ MV/cm opposing the polarization of a fully poled film. Subtracting all of it from the drive leaves $35$ m/s; using the larger polarization of the film under the net field instead of $P_s$ gives $0.070$ MV/cm and $34$ m/s. This represents the late stage of switching; the field changes with the net polarization.

\textit{Heat.} The wall releases $12.0\ \mathrm{MJ/m^3}$. With a classical heat capacity of $3.24\ \mathrm{MJ/(m^3\,K)}$, dissipation in one passage warms the swept region by $3.7$ K if no heat escapes. This leaves out the reversible heat released because $|P|$ is larger behind the wall than ahead of it; if $a$ falls with temperature at an assumed rate of $6.7\times10^5\ \mathrm{V\,m/(C\,K)}$, that adds about $0.7$ K. Extended linearly, this rate would bring $a$ to zero only near $1140$ K, so it is a rough value that is not matched to the other parameters. Repeated switching can accumulate more, and the coefficients would then drift.

\textit{Thermal distortion.} At zero field, integrating \eqref{eq:front} once gives $gP'^2/2=f(P)-f(P_s)$. The wall energy is therefore $\sigma=g\int P'^2d\xi=gk(2P_s)^3/6=20\ \mathrm{mJ/m^2}$. A patch of area $\ell_0^2$ has energy $1.7\,k_BT$, so a flat wall without noise is a doubtful picture on this scale. The effect on the speed has not been estimated.

\textit{Comparison with real films.} The chosen polarization is close to that of bulk barium titanate, roughly $26\ \mu\mathrm{C/cm^2}$. The drive is one fifth of a rough breakdown field of $1$ MV/cm, although leakage may matter earlier. Real films also contain defects, which the model leaves out. If disorder simply removed $0.1$ MV/cm of the drive, an assumed amount, the speed would fall to $26$ m/s. Where walls advance by thermally activated escape from pinning sites, they can be slower by orders of magnitude, and \eqref{eq:speed} does not describe them. The value of $53$ m/s is thus a flow-regime estimate for a clean quartic ferroelectric with these parameters, of which $g$ and $\tau$ were assumed and not fitted. It lapses if the lattice pins the wall, and it is not a prediction for a particular film.

\section*{Table of computed values}
\begin{verbatim}
Reduced units: field, simulated speed, formula speed
   -0.15  -0.32570  -0.32589
    0.00   0.00000   0.00000
    0.10   0.21420   0.21432
    0.20   0.44338   0.44367
    0.30   0.71835   0.71899
Speed by shooting at reduced field 0.20: 0.44367
Reduced mobility: shooting 2.1222, limit 2.1213
Inputs: P_s 30 uC/cm2, susceptibility 100, relaxation time 1.0 ps
Inputs: g 1.0e-10 V m3/C, field 0.20 MV/cm, cell 0.4 nm, 300 K
a = 5.6470e+08 V m/C
b = 6.2745e+09 V m5/C3
gamma = 1.1294e-03 V m s/C
Limiting (intrinsic coercive) field: 0.6521 MV/cm
Field / limiting field: 0.3067
P1, P2, P3: -28.042, -3.593, 31.635 uC/cm2
Wall half-width (tanh length): 0.5983 nm
Wall speed, formula: 53.46 m/s
Wall speed, simulation: 53.43 m/s
Low-field mobility: 263.5 (m/s)/(MV/cm)
Linear-law speed at this field: 52.69 m/s
Speed limit at limiting field: 257.7 m/s
Lattice pinning field: 2.97e-03 MV/cm
Speed on discrete chain: 50.71 m/s
Inertia coefficient (16 u, charge 7 e): 1.35e-18 V m s2/C
Fractional speed loss by inertia: 1.9e-05
Speed with sixth-order stabilization only: 63.41 m/s
Film thickness 100 nm, total screening length 0.02 nm
Depolarizing field of poled film: 0.0678 MV/cm
Speed with drive reduced by it: 35.06 m/s
Speed if 0.10 MV/cm is lost to disorder: 26.44 m/s
Energy released per volume swept: 11.979 MJ/m3
Classical heat capacity, 5 atoms per cell: 3.24 MJ/(m3 K)
Heating per wall passage: 3.70 K
Zero-field wall energy: 20.16 mJ/m2
Energy of a patch one half-width square / kT: 1.72
Field / rough breakdown field of 1 MV/cm: 0.20
\end{verbatim}
